\section*{Adatom escape over a barrier at strong friction}

Anyone who feeds a computed diffusion barrier into a growth simulation has to choose a prefactor. The well frequency alone gives one hop rate; including the drag on the adatom gives another. For the silicon adatom under a metal melt treated below, the two choices are 4.7 and 1.2 hops per nanosecond over the same barrier. If the drag responds without delay, what decides between them is the ratio of the friction rate to the barrier frequency, and the wrong choice can even give a rate above the largest value that classical statistics permits.

Let the adatom, of mass $m$, move along one surface direction $x$. The other coordinates are averaged at temperature $T$, so $V(x)$ is a potential of mean force. A well bottom lies at $x=0$, a barrier top at $x=b$ and the next well bottom at $x=a$. With $V(0)=0$ and $V(b)=E$, the curvatures define two angular frequencies,
\begin{equation}
V''(0)=m\omega_0^2,\qquad V''(b)=-m\omega_b^2 .
\end{equation}
The surroundings exert a drag $-m\gamma v$, so $\gamma$ is a rate, and a random force without memory. The claim is that for $\gamma\gg\omega_b$ and $E\gg k_BT$ the escape rate over one barrier is
\begin{equation}
k=\frac{\omega_0\omega_b}{2\pi\gamma}\,e^{-E/k_BT}.
\label{main}
\end{equation}
An adatom on a periodic row has two such exits, and leaves its site at the rate $2k$.

In a short time $dt$ the position changes by $v\,dt$ and the velocity by $-(V'/m+\gamma v)dt+dW$, where the random kick has $\langle dW\rangle=0$ and $\langle dW^2\rangle=2B\,dt$. The mean of any smooth function $f(x,v)$ then changes, to first order in $dt$, as
\begin{equation}
\frac{d\langle f\rangle}{dt}=\left\langle v\,\partial_xf-\left(\frac{V'}{m}+\gamma v\right)\partial_vf+B\,\partial_v^2f\right\rangle .
\end{equation}
Writing the means as integrals over the probability density $P(x,v,t)$ and integrating by parts moves the derivatives onto $P$. Since $f$ is arbitrary,
\begin{equation}
\partial_tP=-v\,\partial_xP+\frac{V'}{m}\partial_vP+\partial_v\left(\gamma vP+B\,\partial_vP\right).
\end{equation}
The Boltzmann density $\exp[-(mv^2/2+V)/k_BT]$ must be stationary. On it the first two terms are $vV'P/k_BT$ and $-vV'P/k_BT$, which cancel. The last bracket is $(\gamma-Bm/k_BT)vP$, which vanishes if $B=\gamma k_BT/m$. Drag and noise are thereby tied together, and the Klein--Kramers equation is
\begin{equation}
\partial_tP=-v\,\partial_xP+\frac{V'}{m}\partial_vP+\gamma\,\partial_v\left(vP+\frac{k_BT}{m}\partial_vP\right).
\label{kk}
\end{equation}

At strong friction the last term dominates and forces the velocities into the normalized Maxwell distribution $M(v)$. To leading order $P_0=n(x)M(v)$, with $n$ the density in position. In a steady state the next term $P_1$, of order $1/\gamma$, obeys
\begin{equation}
\gamma\,\partial_v\left(vP_1+\frac{k_BT}{m}\partial_vP_1\right)=v\,\partial_xP_0-\frac{V'}{m}\partial_vP_0
=vM\left(n'+\frac{V'n}{k_BT}\right),
\end{equation}
where $\partial_vM=-mvM/k_BT$ was used. Trying $P_1\propto vM$, the bracket on the left becomes $v^2M+(k_BT/m)M-v^2M=(k_BT/m)M$, whose derivative is $-vM$. Hence
\begin{equation}
P_1=-\frac{vM}{\gamma}\left(n'+\frac{V'n}{k_BT}\right).
\end{equation}
The current is $J=\int vP\,dv$. The even part $P_0$ gives nothing, and $\int v^2M\,dv=k_BT/m$, so
\begin{equation}
J=-D_0\left(n'+\frac{V'n}{k_BT}\right),\qquad D_0=\frac{k_BT}{m\gamma}.
\label{smol}
\end{equation}
Without a potential this is ordinary diffusion with coefficient $D_0$.

The size of the error follows from two velocity moments of (\ref{kk}). Let $S=\int v^2P\,dv$. Multiplying the steady equation by $v$ and by $v^2$ and integrating gives
\begin{align}
0&=-S'-\frac{V'n}{m}-\gamma J,\\
0&=-\partial_x\!\int v^3P\,dv-\frac{2V'J}{m}-2\gamma S+\frac{2\gamma k_BT}{m}n .
\end{align}
To this order the third moment comes from $P_1$ and equals $3(k_BT/m)J$. Its derivative vanishes because a steady current is uniform. The second line then gives $S=k_BTn/m-V'J/(m\gamma)$, and the first becomes
\begin{equation}
\gamma J\left(1-\frac{V''}{m\gamma^2}\right)=-\frac{1}{m}\left(k_BTn'+V'n\right).
\end{equation}
At the barrier top $V''=-m\omega_b^2$, so the current is smaller than (\ref{smol}) by the factor $1-\omega_b^2/\gamma^2$ to leading order. The friction must therefore be compared with the barrier frequency. A numerical solution of (\ref{kk}) for a cosine barrier of $12k_BT$ bears out the power: when $\gamma$ is raised from $6\omega_b$ to $12\omega_b$, the shortfall of the full rate, as a fraction of the rate from (\ref{smol}), falls by a factor 3.9, against 4 for a pure inverse square.

To obtain a rate, feed adatoms in at the well bottom and remove them at the next one, so that $n(a)=0$. Between the two points $J$ is constant. Equation (\ref{smol}) can be written as
\begin{equation}
J=-D_0\,e^{-V/k_BT}\frac{d}{dx}\left(n\,e^{V/k_BT}\right),
\end{equation}
as carrying out the derivative confirms. Multiplying by $e^{V/k_BT}$ and integrating from $0$ to $a$ gives
\begin{equation}
J\int_0^a e^{V/k_BT}dx=D_0\,n(0),
\end{equation}
since $V(0)=0$. The product $ne^{V/k_BT}$ falls from $n(0)$ to zero, but its fall up to $x$ is proportional to $\int_0^xe^{V/k_BT}dx$, which stays negligible until $x$ comes close to the barrier top. The well is therefore in equilibrium within itself and holds the population
\begin{equation}
N=n(0)\int_{\rm well}e^{-V/k_BT}dx .
\end{equation}
The rate is the flux divided by the population that supplies it:
\begin{equation}
k=\frac{J}{N}=\frac{D_0}{\displaystyle\int_{\rm well}e^{-V/k_BT}dx\int_{\rm barrier}e^{V/k_BT}dx}.
\label{flux}
\end{equation}

For $E\gg k_BT$ each integral comes from a narrow region where $V$ is a parabola. With $V\simeq m\omega_0^2x^2/2$ in the well and $V\simeq E-m\omega_b^2(x-b)^2/2$ at the top,
\begin{align}
\int_{\rm well}e^{-V/k_BT}dx&\simeq\sqrt{\frac{2\pi k_BT}{m\omega_0^2}},\\
\int_{\rm barrier}e^{V/k_BT}dx&\simeq e^{E/k_BT}\sqrt{\frac{2\pi k_BT}{m\omega_b^2}} .
\end{align}
Their product is $2\pi k_BT\,e^{E/k_BT}/(m\omega_0\omega_b)$. Dividing $D_0=k_BT/(m\gamma)$ by it cancels $k_BT$ and $m$ and leaves (\ref{main}). The well frequency enters because a stiff well confines the atom to a short interval and raises its density there. The barrier frequency enters because a sharp top is a short stretch to diffuse across.

The formula contains the product $\omega_0\omega_b$ and not the square of either frequency, a difference that a potential with equal curvatures cannot show. For $V=-\frac12E[\cos\theta-r\cos2\theta]$ plus a constant, with $\theta=2\pi x/a$, the ratio $\omega_0^2/\omega_b^2=(1-4r)/(1+4r)$ is $1/3$ for $r=1/8$ and $3$ for $r=-1/8$. In both cases the numerical integrals in (\ref{flux}) reproduce (\ref{main}) to within 1\% at $E=100k_BT$. The rate from the full equation (\ref{kk}) agrees with (\ref{flux}) to within 1\% at $E=10k_BT$ and $\gamma=20\omega_b$.

At ordinary barriers the parabolas need a correction. For a cosine row, the energy above the well bottom is
\begin{equation}
\frac E2(1-\cos\theta)=\frac E4\theta^2-\frac E{48}\theta^4+\cdots .
\end{equation}
The Gaussian weight has $\langle\theta^2\rangle=2k_BT/E$ and $\langle\theta^4\rangle=3\langle\theta^2\rangle^2$, so the quartic term enlarges the well integral by the relative amount
\begin{equation}
\frac{E}{48k_BT}\cdot3\left(\frac{2k_BT}{E}\right)^2=\frac{k_BT}{4E}.
\end{equation}
The top of a cosine has the shape of the inverted well, so the barrier integral grows by the same amount. The rate is lowered by the factor $1-k_BT/(2E)$ to first order in $k_BT/E$.

On a row of equal wells, the occupation $p_j$ of site $j$ obeys
\begin{equation}
\dot p_j=k\,(p_{j-1}+p_{j+1}-2p_j).
\end{equation}
The loss term shows the total escape rate $2k$ and the mean residence time $1/(2k)$. A direct solution of the overdamped equation for the mean time to reach either neighbouring well bottom, with $r=1/8$ and $E=10k_BT$, gives 1.0000 when multiplied by $2k$ from (\ref{flux}). The mean square displacement follows from
\begin{equation}
\frac{d\langle j^2\rangle}{dt}=k\left\langle(j+1)^2+(j-1)^2-2j^2\right\rangle=2k .
\end{equation}
Thus $\langle x^2\rangle=2ka^2t$, and comparison with $2Dt$ gives $D=ka^2$. A wave $p_j\propto e^{iqaj}$ decays at the rate $2k(1-\cos qa)$. At $qa=\pi$ this is $4k$, which is how $k$ is read off from the numerical solution of (\ref{kk}). The hopping equation itself assumes a high barrier, so at moderate barriers this reading need not coincide exactly with the flux rate (\ref{flux}).

For a cosine row both frequencies equal $\omega$, with $m\omega^2=2\pi^2E/a^2$. Inserting this and $1/(m\gamma)=D_0/k_BT$ into (\ref{main}) gives
\begin{equation}
D=\pi\,\frac{E}{k_BT}\,D_0\,e^{-E/k_BT}.
\label{dcos}
\end{equation}
At given $D_0$ the mass has dropped out: overdamped motion has no inertia. Equation (\ref{dcos}) also bears on Arrhenius plots. If $V$ and $D_0$ do not change with temperature, it gives the slope $-d\ln D/d(1/k_BT)=E-k_BT$; if $V$ and $\gamma$ do not change, it gives $E$. Both values leave out the smaller finite-barrier correction.

A second derivation covers any friction for which the well stays thermal, and shows where (\ref{main}) breaks down. In equilibrium the density at the barrier top, per adatom in the well, is $e^{-E/k_BT}\sqrt{m\omega_0^2/(2\pi k_BT)}$. The mean rightward velocity flux per unit density is $\int_0^\infty vM\,dv=\sqrt{k_BT/(2\pi m)}$. Their product is the transition-state rate,
\begin{equation}
k_{\rm TS}=\frac{\omega_0}{2\pi}e^{-E/k_BT}.
\end{equation}
It counts every rightward crossing. A path that truly passes from left to right makes at least one, so $k_{\rm TS}$ is an upper bound within classical mechanics for this harmonic well. To count each true passage once, give rightward crossings the weight $+1$ and leftward ones $-1$, and keep those paths that end on the right. A path from left to right then contributes one in total, and a path that started on the right contributes zero. The rate is therefore $\kappa k_{\rm TS}$, with
\begin{equation}
\kappa=\frac{\int vM(v)\,p(v)\,dv}{\sqrt{k_BT/(2\pi m)}},
\end{equation}
where $p(v)$ is the probability that an atom at the top with velocity $v$ ends on the right.

Near the top the displacement $y=x-b$ obeys $\ddot y=\omega_b^2y-\gamma\dot y$ plus noise. Starting from $y=0$, it becomes $g(t)v$ plus a Gaussian random part of variance $\sigma^2$. Here $g$ is the noise-free response to unit initial velocity. Hence $p(v)=\Phi(gv/\sigma)$, with $\Phi$ the cumulative normal distribution. Put $s^2=k_BT/m$. Since $vM=-s^2M'$, an integration by parts gives
\begin{equation}
\int vM\,\Phi\!\left(\frac{gv}{\sigma}\right)dv=\frac{s^2g}{\sigma}\int M\,\frac{e^{-g^2v^2/2\sigma^2}}{\sqrt{2\pi}}\,dv
=\frac{s^2g}{\sqrt{2\pi}\sqrt{\sigma^2+g^2s^2}} .
\end{equation}
Division by $s/\sqrt{2\pi}$ yields $\kappa=gs/\sqrt C$, where $C=\sigma^2+g^2s^2$ is the variance of $y$ for a thermal start at the top.

The variances obey linear equations:
\begin{align}
\tfrac{d}{dt}\langle y^2\rangle&=2\langle yv\rangle,\qquad
\tfrac{d}{dt}\langle yv\rangle=\langle v^2\rangle+\omega_b^2\langle y^2\rangle-\gamma\langle yv\rangle,\\
\tfrac{d}{dt}\langle v^2\rangle&=2\omega_b^2\langle yv\rangle-2\gamma\langle v^2\rangle+2\gamma s^2 .
\end{align}
They have the constant solution $\langle v^2\rangle=s^2$, $\langle yv\rangle=0$, $\langle y^2\rangle=-s^2/\omega_b^2$. It is no physical distribution, but it may be subtracted. The remainder obeys the noise-free equations and starts with $\langle y^2\rangle=s^2/\omega_b^2$ and nothing else. If $h(t)$ is the noise-free displacement after release at rest from $y=1$, then
\begin{equation}
C=\frac{s^2}{\omega_b^2}(h^2-1),\qquad \kappa=\frac{\omega_bg}{\sqrt{h^2-1}} .
\end{equation}
The function $h-1$ starts from zero at rest under a constant extra acceleration $\omega_b^2$, so $h=1+\omega_b^2\int_0^tg\,dt'$. At late times $g$ grows as $e^{\lambda t}$, hence $h\to\omega_b^2g/\lambda$ and
\begin{equation}
\kappa=\frac{\lambda}{\omega_b},\qquad \lambda^2+\gamma\lambda=\omega_b^2,\qquad
\lambda=\sqrt{\frac{\gamma^2}{4}+\omega_b^2}-\frac{\gamma}{2}.
\label{kappa}
\end{equation}
For $\gamma\gg\omega_b$ the root tends to $\omega_b^2/\gamma$, so $\kappa\to\omega_b/\gamma$ and (\ref{main}) returns by a route that never used the diffusion equation. For small $\gamma$, $\kappa$ tends to 1. At still weaker friction the well is no longer refilled to its thermal distribution, and (\ref{kappa}) fails too.

Take a silicon adatom on a row of a silicon (001) surface under a metal melt, as in liquid-phase epitaxy. The rough model values are a cosine barrier of 0.60 eV, a spacing of 0.384 nm, a temperature of 1100 K and a solute diffusion coefficient of $5\times10^{-5}$ cm$^2$/s in the melt. The last sets the friction through $\gamma=k_BT/(mD_0)=65.1$ ps$^{-1}$, and the barrier gives $\omega=(2\pi/a)\sqrt{E/2m}=16.6$ rad/ps. Their ratio is 3.9. With $k_BT=0.0948$ eV the Boltzmann factor is $e^{-6.33}=1.78\times10^{-3}$, and
\begin{equation}
k=\frac{(16.61)^2}{2\pi\times65.13}\times1.7825\times10^{-3}\ {\rm ps^{-1}}=1.20\ {\rm ns^{-1}} .
\end{equation}
The total escape rate is 2.40 ns$^{-1}$, the mean residence time 0.42 ns, and $D=ka^2=1.8\times10^{-6}$ cm$^2$/s, about 28 times below the value in the melt.

The full equation (\ref{kk}) with the same numbers gives 1.04 ns$^{-1}$, or 0.87 of the formula. Most of the shortfall is the finite barrier: the integrals in (\ref{flux}) give a factor 0.905, and the first-order estimate $1-k_BT/(2E)$ gives 0.921. Finite friction contributes $\kappa\gamma/\omega_b=0.942$. The product, 0.853, lies within 2\% of the full result. With the barrier held at $6.33k_BT$, the ratio of full rate to formula rises from 0.58 at $\gamma=\omega_b$ to 0.87 at $4\omega_b$ and 0.91 at $16\omega_b$. It levels off within 1\% of the finite-barrier factor (0.908 at $16\omega_b$, against 0.905) instead of reaching 1: strong friction alone does not make (\ref{main}) accurate.

A real melt responds with a delay, which friction without memory leaves out. Suppose the drag is $m\int K(t-t')v(t')dt'$ with $K(t)=(\gamma/\tau)e^{-t/\tau}$. The drag becomes one more linear variable with its own thermal variance, uncorrelated with $y$ and $v$ in the constant solution, so the argument for $\kappa=\lambda/\omega_b$ carries over. For motion growing as $e^{\lambda t}$ the integral of $K$ gives $\gamma/(1+\lambda\tau)$ in place of $\gamma$:
\begin{equation}
\lambda^2+\frac{\gamma\lambda}{1+\lambda\tau}=\omega_b^2 .
\end{equation}
For rough memory times of 0.05 and 0.10 ps, $\kappa$ rises from 0.240 to 0.290 and 0.354. For a high barrier the rate would become 1.14 and 1.39 times the formula; at the present $6.33k_BT$ the finite-barrier correction, not evaluated here with memory, is expected to lower both factors. As the atom speeds up on its way down from the top, the drag lags behind the velocity and reaches only $1/(1+\lambda\tau)=0.81$ and 0.63 of its full value $m\gamma v$.

Other uncertainties can be larger. The barrier under a melt is an assumed value here; lowering it by 0.1 eV multiplies the Boltzmann factor by 2.9. Taking $\gamma$ from the bulk melt ignores the layering of the liquid at the surface and the drag from the solid. The model also leaves out hops across the row and the return of the adatom to the melt, either of which would shorten the residence time. A sideways vibration whose frequency is 20\% lower at the barrier than in the well multiplies the rate over a high barrier by $1/0.8=1.25$, the ratio of the two Gaussian widths, if $V$ was taken as the bare energy along the path. Quantum effects are negligible: $\hbar\omega/k_BT=0.115$, and frictionless estimates of tunnelling and of the discrete well levels each add about 0.06\%.

When the surface faces a dilute gas, as it can in chemical vapour deposition, the drag comes mainly from the solid. With a rough friction of 3 ps$^{-1}$ and the same frequency, (\ref{main}) would give 5.5 times the transition-state bound, which is impossible. Equation (\ref{kappa}) instead gives $\kappa>1-\gamma/(2\omega_b)=0.91$, so recrossing at the top takes less than a tenth off the transition-state rate. That is not the whole error. At the same barrier the enlarged well integral already lowers the transition-state rate by $k_BT/(4E)$, about 4\%, to first order. At such weak friction an adatom that has crossed one barrier can run on over the next, or turn back, before it has lost its excess energy. The well is then not fully thermal, the escape rate falls further below the transition-state value, and long jumps spoil the relation $D=ka^2$. The strong-friction prefactor belongs to adatoms for which $\gamma$ exceeds $\omega_b$ several times over and the drag responds with little delay; between the regimes, $\kappa k_{\rm TS}$ is the rate to use as long as the well stays thermal and the barrier is high compared with $k_BT$. The numerical output lists the values behind these comparisons.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 1100 K
thermal energy kT: 0.09479 eV
barrier: 0.60 eV
barrier / kT: 6.330
Boltzmann factor: 1.7825e-03
distance between wells: 0.384 nm
adatom mass: 28.086 u
diffusion coefficient in melt: 5.0e-05 cm2/s
well = barrier angular frequency: 16.61 rad/ps
friction rate: 65.13 1/ps
friction / barrier frequency: 3.921
transition-state rate, one barrier: 4.712 1/ns
strong-friction rate k, one barrier: 1.202 1/ns
the same k: 1.202e+09 1/s
total escape rate 2k: 2.404 1/ns
mean residence time 1/(2k): 0.416 ns
surface diffusion coefficient: 1.772e-06 cm2/s
full dynamics, rate k: 1.041 1/ns
full dynamics / formula: 0.8660
finite-barrier factor (quadrature): 0.9049
finite-barrier factor 1-kT/(2E): 0.9210
transmission kappa, no memory: 0.2403
finite-friction factor: 0.9422
friction/wb = 1: full/formula 0.5842, kappa*friction/wb 0.6180
friction/wb = 2: full/formula 0.7725, kappa*friction/wb 0.8284
friction/wb = 4: full/formula 0.8676, kappa*friction/wb 0.9443
friction/wb = 8: full/formula 0.8991, kappa*friction/wb 0.9848
friction/wb = 16: full/formula 0.9077, kappa*friction/wb 0.9961
memory 0.05 ps: growth rate 4.815 1/ps, kappa 0.2899
  rate / no-memory rate: 1.206, rate / formula: 1.136
memory 0.10 ps: growth rate 5.885 1/ps, kappa 0.3543
  rate / no-memory rate: 1.474, rate / formula: 1.389
hbar*omega / kT: 0.1153
tunnelling factor, no friction: 1.00055
well quantum factor: 1.00055
rate factor for 0.1 eV lower barrier (Boltzmann only): 2.872
rate factor, sideways frequency 20% lower at barrier: 1.25
bare surface, rough friction: 3.0 1/ps
bare surface, formula / transition-state bound: 5.54
error ratio when friction doubles (6 to 12 wb): 3.875
escape time times 2k (test, E = 10 kT): 1.0000
\end{verbatim}
